# Why a planar three-coordinate oxygen keeps a sigma-free p orbital: test program

```python
"""
Result under test: an oxygen p orbital normal to the plane of its three
hafnium neighbours has zero sigma hopping to each of them, but keeps pi
hopping to their d orbitals.

Symbols
  u            unit vector from O to a hafnium atom; z is the plane normal
  V_pd_sigma, V_pd_pi, V_ps_sigma   two-centre hopping integrals (O p first)
  M            sum over bonds of the outer product u u^T
  mu           eigenvalue of M: sigma strength of one p orbital
  delta_d, delta_s   Hf d and s levels above the O p level
The Gaussian orbitals below only test the angular laws; they do not model Hf.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from pyscf import gto

ROOT3 = np.sqrt(3.0)
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9

# d orbitals as quadratic forms r.A.r, order: xy, yz, 3z2-r2, xz, x2-y2
D_FORMS = np.zeros((5, 3, 3))
D_FORMS[0, 0, 1] = D_FORMS[0, 1, 0] = ROOT3 / 2
D_FORMS[1, 1, 2] = D_FORMS[1, 2, 1] = ROOT3 / 2
D_FORMS[2] = np.diag([-0.5, -0.5, 1.0])
D_FORMS[3, 0, 2] = D_FORMS[3, 2, 0] = ROOT3 / 2
D_FORMS[4] = np.diag([ROOT3 / 2, -ROOT3 / 2, 0.0])


def axial_d(u):
    """Coefficients of the d orbital that is axially symmetric about u."""
    return np.einsum("kij,i,j->k", D_FORMS, u, u)


def hop_pd(u, v_sigma, v_pi):
    """Slater-Koster p-d block, rows x, y, z."""
    sigma_part = np.outer(u, axial_d(u))
    gradient = 2 * np.einsum("kij,j->ik", D_FORMS, u)
    return v_sigma * sigma_part + v_pi / ROOT3 * (gradient - 2 * sigma_part)


# ---- model parameters: round values in the rough regime of hafnia ----
bond_nm = 0.21
bond_angles_deg = np.array([0.0, 105.0, 215.0])
V_pd_sigma, V_pd_pi, V_ps_sigma = -2.8, 1.3, -2.5   # eV
delta_d, delta_s = 8.0, 12.0                        # eV
phi = np.radians(bond_angles_deg)


def bond_vectors(height_nm):
    """Bonds of fixed length with O raised by height_nm above the Hf plane."""
    n = -height_nm / bond_nm
    c = np.sqrt(1 - n * n)
    return np.column_stack([c * np.cos(phi), c * np.sin(phi), np.full(3, n)])


planar = bond_vectors(0.0)

# ---- two-centre integrals from their definition, with Gaussian orbitals ----
R_BOHR = bond_nm / BOHR_NM


def integrals(u, l_hf, extra_charges=()):
    """Return (hamiltonian, overlap) blocks between O p and Hf l orbitals."""
    mol = gto.M(atom=[("H1", (0.0, 0.0, 0.0)), ("H2", tuple(R_BOHR * u))],
                basis={"H1": [[1, [0.5, 1.0]]], "H2": [[l_hf, [0.4, 1.0]]]},
                unit="Bohr", verbose=0, dump_input=False, parse_arg=False)
    h = mol.intor("int1e_kin")
    charges = [(2.0, np.zeros(3)), (4.0, R_BOHR * u)] + list(extra_charges)
    for charge, centre in charges:
        with mol.with_rinv_origin(centre):
            h = h - charge * mol.intor("int1e_rinv")
    return h[:3, 3:], mol.intor("int1e_ovlp")[:3, 3:]


z_axis = np.array([0.0, 0.0, 1.0])
g_s = integrals(z_axis, 0)[0][2, 0]
block_p = integrals(z_axis, 1)[0]
g_pp_sigma, g_pp_pi = block_p[2, 2], block_p[0, 0]
block_d = integrals(z_axis, 2)[0]
g_d_sigma, g_d_pi = block_d[2, 2], block_d[0, 3]
assert min(abs(g_s), abs(g_d_sigma), abs(g_d_pi)) > 1e-3

rng = np.random.default_rng(4)
table_error = 0.0
for _ in range(8):
    u = rng.normal(size=3)
    u /= np.linalg.norm(u)
    hd = integrals(u, 2)[0]
    errors = [
        np.abs(integrals(u, 0)[0][:, 0] - g_s * u).max(),
        np.abs(integrals(u, 1)[0] - g_pp_pi * np.eye(3)
               - (g_pp_sigma - g_pp_pi) * np.outer(u, u)).max(),
        np.abs(hd - hop_pd(u, g_d_sigma, g_d_pi)).max(),
        np.abs(hd @ axial_d(u) - g_d_sigma * u).max()]
    table_error = max(table_error, *errors)
assert table_error < 1e-9

# planar unit: sigma couplings of p_z vanish, pi coupling survives
largest_sigma = 0.0
for i, u in enumerate(planar):
    others = [(4.0, R_BOHR * w) for j, w in enumerate(planar) if j != i]
    for extra in ((), others):
        hs, ss = integrals(u, 0, extra)
        hp, sp = integrals(u, 1, extra)
        hd, sd = integrals(u, 2, extra)
        values = [hs[2, 0], ss[2, 0], hp[2] @ u, sp[2] @ u,
                  hd[2] @ axial_d(u), sd[2] @ axial_d(u)]
        largest_sigma = max(largest_sigma, np.abs(values).max())
    pi_norm = np.linalg.norm(integrals(u, 2)[0][2])
    assert abs(pi_norm - abs(g_d_pi)) < 1e-9
assert largest_sigma < 1e-9
off_plane = [(4.0, np.array([0.0, 0.0, 0.36 / BOHR_NM]))]
broken = abs(integrals(planar[0], 0, off_plane)[0][2, 0])
assert broken > 1e-4

# ---- the OHf3 unit: 3 oxygen p orbitals, and s plus five d on each Hf ----


def unit_levels(bonds, v_pi=V_pd_pi):
    size = 3 + 6 * len(bonds)
    h = np.zeros((size, size))
    for i, u in enumerate(bonds):
        k = 3 + 6 * i
        h[:3, k] = V_ps_sigma * u
        h[:3, k + 1:k + 6] = hop_pd(u, V_pd_sigma, v_pi)
        h[k, k] = delta_s
        h[range(k + 1, k + 6), range(k + 1, k + 6)] = delta_d
    h[3:, :3] = h[:3, 3:].T
    return np.linalg.eigh(h)


def level_from_mu(mu):
    d_strength = 3 * V_pd_pi**2 + (V_pd_sigma**2 - V_pd_pi**2) * mu
    return brentq(lambda e: e - d_strength / (e - delta_d)
                  - V_ps_sigma**2 * mu / (e - delta_s), -30.0, 0.0, xtol=1e-13)


energies, states = unit_levels(planar)
mu_planar = np.linalg.eigvalsh(planar.T @ planar)
spread = abs(np.exp(2j * phi).sum()) / 2
assert np.allclose(mu_planar, [0, 1.5 - spread, 1.5 + spread], atol=1e-12)
root = np.sqrt(delta_d**2 / 4 + 3 * V_pd_pi**2)
assert abs(energies[2] - (delta_d / 2 - root)) < 1e-10
p_share = (states[:3, 2]**2).sum()
assert abs(states[2, 2]**2 - p_share) < 1e-10        # pure p_z on oxygen
assert abs(p_share - (1 + delta_d / (2 * root)) / 2) < 1e-10

no_pi_energies, no_pi_states = unit_levels(planar, v_pi=0.0)
assert abs(no_pi_energies[2]) < 1e-10
assert abs(no_pi_states[2, 2]**2 - 1) < 1e-10        # wholly uncoupled

tetra = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / ROOT3
mu_tetra = np.linalg.eigvalsh(tetra.T @ tetra)
assert np.allclose(mu_tetra, 4 / 3)

# ---- puckering at fixed bond length ----
pucker_rows = []
for height in (0.0, 0.01, 0.02, 0.04):
    bonds = bond_vectors(height)
    mu = np.linalg.eigvalsh(bonds.T @ bonds)
    e = unit_levels(bonds)[0][:3]
    assert np.allclose(e, sorted(level_from_mu(max(x, 0.0)) for x in mu),
                       atol=1e-9)
    sigma_hops = [hop_pd(u, V_pd_sigma, V_pd_pi)[2] @ axial_d(u)
                  for u in bonds]
    assert np.allclose(np.abs(sigma_hops), abs(V_pd_sigma) * height / bond_nm)
    assert (abs(np.linalg.det(bonds)) < 1e-12) == (height == 0.0)
    pucker_rows.append((height, abs(sigma_hops[0]), abs(mu[0]), e[2]))
mu_ratio = pucker_rows[2][2] / pucker_rows[1][2]
assert abs(mu_ratio - 4) < 0.1          # quadratic, up to higher orders in h
shift_ratio = ((pucker_rows[2][3] - pucker_rows[0][3])
               / (pucker_rows[1][3] - pucker_rows[0][3]))
assert abs(shift_ratio - 4) < 0.15      # same reason for the tolerance

# ---- neglected effects, rough inputs ----
temperature_K, phonon_eV, field_MV_cm, born_charge = 358.0, 0.040, 2.0, 5.0
second_shell_nm, V_oo_sigma, spin_orbit_eV = 0.36, 0.6, 0.4
mass = 16 * const.atomic_mass
omega = phonon_eV * const.e / const.hbar
kT_eV = const.k * temperature_K / const.e
quanta = np.arange(400)
weights = np.exp(-quanta * phonon_eV / kT_eV)
mean_n_half = ((quanta + 0.5) * weights).sum() / weights.sum()
rms_nm = np.sqrt(const.hbar / (mass * omega) * mean_n_half) * 1e9
rms_closed = np.sqrt(const.hbar / (2 * mass * omega)
                     / np.tanh(phonon_eV / (2 * kT_eV))) * 1e9
assert abs(rms_nm / rms_closed - 1) < 1e-9
field_nm = born_charge * const.e * field_MV_cm * 1e8 / (mass * omega**2) * 1e9
hop_thermal = abs(V_pd_sigma) * rms_nm / bond_nm
hop_field = abs(V_pd_sigma) * field_nm / bond_nm
hop_second = abs(V_pd_sigma) * (bond_nm / second_shell_nm)**3.5
hop_spin_orbit = V_pd_pi * spin_orbit_eV / delta_d
gap_to_next = energies[2] - energies[1]
mix_oo = 0.5 * (1 - 1 / np.sqrt(1 + (2 * V_oo_sigma / gap_to_next)**2))

# ---- printed numbers ----
angles = np.diff(np.append(bond_angles_deg, 360.0))
print("INPUTS (round, rough regime of hafnia)")
print(f"bond length {bond_nm:.2f} nm")
print("bond directions", *[f"{a:.0f}" for a in bond_angles_deg], "deg")
print("angles between bonds", *[f"{a:.0f}" for a in angles], "deg")
print(f"V_pd_sigma {V_pd_sigma:.1f} eV, V_pd_pi {V_pd_pi:.1f} eV")
print(f"V_ps_sigma {V_ps_sigma:.1f} eV")
print(f"delta_d {delta_d:.1f} eV, delta_s {delta_s:.1f} eV")
print("GAUSSIAN TEST ORBITALS (not Hf)")
print(f"p-d sigma integral {g_d_sigma * HARTREE_EV:.3f} eV")
print(f"p-d pi integral {g_d_pi * HARTREE_EV:.3f} eV")
print(f"largest error of angular laws {table_error:.0e} hartree")
print(f"p_z sigma zero holds in plane to 1e-9: {largest_sigma < 1e-9}")
print(f"p_z-s coupling, charge off plane {broken * HARTREE_EV:.3f} eV")
print("PLANAR UNIT: p_z hopping to Hf d orbitals")
for i, u in enumerate(planar):
    row = hop_pd(u, V_pd_sigma, V_pd_pi)[2]
    print(f"Hf {i + 1}: to xz {row[3]:.3f} eV, to yz {row[1]:.3f} eV, "
          f"sigma {abs(row @ axial_d(u)):.3f} eV")
print("mu of the three p orbitals", *[f"{abs(x):.3f}" for x in mu_planar])
print(f"mu in a regular tetrahedron {mu_tetra[0]:.3f} (all three)")
print("oxygen-like levels", *[f"{e:.3f}" for e in energies[:3]], "eV")
print(f"p_z level above next level {gap_to_next:.3f} eV")
print(f"oxygen share of p_z level {p_share:.3f}")
print(f"p_z level without pi hopping {abs(no_pi_energies[2]):.3f} eV")
print("PUCKERING at fixed bond length")
for height, hop, mu_min, top in pucker_rows:
    print(f"h {height:.2f} nm: sigma hop {hop:.3f} eV, "
          f"smallest mu {mu_min:.4f}, top level {top:.4f} eV")
print("NEGLECTED EFFECTS (rough inputs)")
print(f"temperature {temperature_K:.0f} K, phonon {phonon_eV:.3f} eV")
print(f"rms O vibration {rms_nm:.4f} nm, sigma hop {hop_thermal:.3f} eV")
print(f"field {field_MV_cm:.1f} MV/cm, effective charge {born_charge:.0f} e")
print(f"field shift of O {field_nm:.4f} nm, sigma hop {hop_field:.3f} eV")
print(f"second-shell Hf at {second_shell_nm:.2f} nm on the normal,")
print(f"  sigma hop scaled as d^(-7/2) {hop_second:.3f} eV")
print(f"O-O sigma hop, neighbour on the normal {V_oo_sigma:.1f} eV")
print(f"  splitting of two equal p levels {2 * V_oo_sigma * p_share:.2f} eV")
print(f"  mixing with a level at the next-level gap {mix_oo:.3f}")
print(f"Hf d spin-orbit energy {spin_orbit_eV:.1f} eV")
print(f"  order of induced hop to even d {hop_spin_orbit:.3f} eV")
print("no test failed")
```

Printed output:

```
INPUTS (round, rough regime of hafnia)
bond length 0.21 nm
bond directions 0 105 215 deg
angles between bonds 105 110 145 deg
V_pd_sigma -2.8 eV, V_pd_pi 1.3 eV
V_ps_sigma -2.5 eV
delta_d 8.0 eV, delta_s 12.0 eV
GAUSSIAN TEST ORBITALS (not Hf)
p-d sigma integral -14.321 eV
p-d pi integral 5.624 eV
largest error of angular laws 4e-16 hartree
p_z sigma zero holds in plane to 1e-9: True
p_z-s coupling, charge off plane 0.050 eV
PLANAR UNIT: p_z hopping to Hf d orbitals
Hf 1: to xz 1.300 eV, to yz 0.000 eV, sigma 0.000 eV
Hf 2: to xz -0.336 eV, to yz 1.256 eV, sigma 0.000 eV
Hf 3: to xz -1.065 eV, to yz -0.746 eV, sigma 0.000 eV
mu of the three p orbitals 0.000 1.176 1.824
mu in a regular tetrahedron 1.333 (all three)
oxygen-like levels -2.365 -1.790 -0.590 eV
p_z level above next level 1.199 eV
oxygen share of p_z level 0.936
p_z level without pi hopping 0.000 eV
PUCKERING at fixed bond length
h 0.00 nm: sigma hop 0.000 eV, smallest mu 0.0000, top level -0.5902 eV
h 0.01 nm: sigma hop 0.133 eV, smallest mu 0.0065, top level -0.5976 eV
h 0.02 nm: sigma hop 0.267 eV, smallest mu 0.0260, top level -0.6196 eV
h 0.04 nm: sigma hop 0.533 eV, smallest mu 0.1035, top level -0.7063 eV
NEGLECTED EFFECTS (rough inputs)
temperature 358 K, phonon 0.040 eV
rms O vibration 0.0076 nm, sigma hop 0.101 eV
field 2.0 MV/cm, effective charge 5 e
field shift of O 0.0016 nm, sigma hop 0.022 eV
second-shell Hf at 0.36 nm on the normal,
  sigma hop scaled as d^(-7/2) 0.424 eV
O-O sigma hop, neighbour on the normal 0.6 eV
  splitting of two equal p levels 1.12 eV
  mixing with a level at the next-level gap 0.147
Hf d spin-orbit energy 0.4 eV
  order of induced hop to even d 0.065 eV
no test failed
```
